# Coupling orbital angular momentum to spin one-half by diagonalising L·S: verification in Python

```python
# Result under test (hbar = 1, orbital factor first, Condon-Shortley phases):
#   a = |m-1/2, up>, b = |m+1/2, down>, cp, cm = sqrt((l +- m + 1/2)/(2l+1))
#   |j=l+1/2, m> =  cp a + cm b,  L.S = l/2
#   |j=l-1/2, m> = -cm a + cp b,  L.S = -(l+1)/2
# l: orbital quantum number, m: J_z eigenvalue, tm = 2m, tj = 2j, lam = l + 1/2.
# Independent road: L from differential operators on Y_lm by quadrature, states
# built by lowering from the top states, and Racah-formula values from sympy.
# Example: hydrogen 2p, spin-orbit zeta L.S with zeta = alpha^2 <r^-3>/2, plus weak field.
import numpy as np, sympy as sp, mpmath as mp
from fractions import Fraction
from scipy import constants as sc
from scipy.integrate import quad
from sympy.physics.wigner import clebsch_gordan

th, ph, x = sp.symbols('th ph x', real=True)
xg, wg = np.polynomial.legendre.leggauss(12)
TH, PH = np.meshgrid(np.arccos(xg), 2*np.pi*np.arange(16)/16, indexing='ij')
W = wg[:, None]*2*np.pi/16*np.ones_like(TH)

def ylm(l, ml):
    k = abs(ml)
    P = sp.legendre(l, x)
    for _ in range(k):
        P = sp.diff(P, x)
    N = sp.sqrt(sp.Rational(2*l+1, 4)/sp.pi*sp.factorial(l-k)/sp.factorial(l+k))
    phase = (-1)**k if ml > 0 else 1
    return phase*N*sp.sin(th)**k*P.subs(x, sp.cos(th))*sp.exp(sp.I*ml*ph)

def on_grid(e):
    return sp.lambdify((th, ph), e, 'numpy')(TH, PH) + np.zeros(TH.shape, complex)

def orbital(l):
    Y = [ylm(l, ml) for ml in range(l, -l-1, -1)]
    cot = np.cos(TH)/np.sin(TH)
    V = [on_grid(y) for y in Y]
    dt = [on_grid(sp.diff(y, th)) for y in Y]
    dp = [on_grid(sp.diff(y, ph)) for y in Y]
    LX = [1j*(np.sin(PH)*t + cot*np.cos(PH)*p) for t, p in zip(dt, dp)]
    LY = [1j*(-np.cos(PH)*t + cot*np.sin(PH)*p) for t, p in zip(dt, dp)]
    LZ = [-1j*p for p in dp]
    mat = lambda F: np.array([[np.sum(W*u.conj()*f) for f in F] for u in V])
    assert np.allclose(mat(V), np.eye(2*l+1), atol=1e-12)
    return [mat(LX), mat(LY), mat(LZ)], V

spin = [np.array([[0, 1], [1, 0]])/2, np.array([[0, -1j], [1j, 0]])/2, np.array([[1, 0], [0, -1]])/2]
ia = lambda l, tm: 2*(l - (tm-1)//2)        # index of |m-1/2, up>
ib = lambda l, tm: 2*(l - (tm+1)//2) + 1    # index of |m+1/2, down>

def formula(l, tj, tm):
    cp, cm = np.sqrt((l+tm/2+0.5)/(2*l+1)), np.sqrt((l-tm/2+0.5)/(2*l+1))
    return (cp, cm) if tj == 2*l+1 else (-cm, cp)

def formula_vec(l, tj, tm):
    v = np.zeros(4*l+2, complex)
    ca, cb = formula(l, tj, tm)
    if abs((tm-1)//2) <= l: v[ia(l, tm)] = ca
    if abs((tm+1)//2) <= l: v[ib(l, tm)] = cb
    return v

tol = 1e-11
for l in range(0, 5):
    Lm, V = orbital(l)
    d = 4*l+2
    L = [np.kron(A, np.eye(2)) for A in Lm]
    S = [np.kron(np.eye(2*l+1), s) for s in spin]
    J = [A+B for A, B in zip(L, S)]
    LS = sum(A@B for A, B in zip(L, S))
    J2 = sum(A@A for A in J)
    Jm, Jp = J[0]-1j*J[1], J[0]+1j*J[1]
    Lp, Lw, Sp, Sw = L[0]+1j*L[1], L[0]-1j*L[1], S[0]+1j*S[1], S[0]-1j*S[1]
    assert np.allclose(J2, (l*(l+1)+0.75)*np.eye(d)+2*LS, atol=tol)
    assert np.allclose(LS, L[2]@S[2]+(Lp@Sw+Lw@Sp)/2, atol=tol)
    assert np.allclose(LS@J[2], J[2]@LS, atol=tol) and np.allclose(LS@Jm, Jm@LS, atol=tol)
    assert Jm.real.min() > -tol and abs(Jm.imag).max() < tol
    assert np.allclose(np.linalg.eigvalsh(LS), [-(l+1)/2]*(2*l)+[l/2]*(2*l+2), atol=tol)
    for tm in range(2*l-1, -2*l, -2):
        m, idx = tm/2, [ia(l, tm), ib(l, tm)]
        r = np.sqrt((l+0.5)**2-m*m)
        blk = LS[np.ix_(idx, idx)]
        assert np.allclose(blk, [[(m-.5)/2, r/2], [r/2, -(m+.5)/2]], atol=tol)
        ev, U = np.linalg.eigh(blk)
        assert np.allclose(ev, [-(l+1)/2, l/2], atol=tol)
        assert abs(abs(U[:, 0]@np.array(formula(l, 2*l-1, tm)))-1) < tol
        assert abs(abs(U[:, 1]@np.array(formula(l, 2*l+1, tm)))-1) < tol
        up, lo = formula_vec(l, 2*l+1, tm), formula_vec(l, 2*l-1, tm)
        assert abs(up.conj()@S[2]@lo + r/(2*l+1)) < tol
        if tm > -2*l+1:   # lowered spin-up component is fed by a alone, positive factor
            assert abs(Jm[ia(l, tm-2), idx[1]]) < tol
            assert abs(Jm[ia(l, tm-2), idx[0]]-np.sqrt((l+m-.5)*(l-m+1.5))) < tol
    ladder = {}
    for tj in ([2*l+1, 2*l-1] if l > 0 else [1]):
        v = np.zeros(d, complex)
        if tj == 2*l+1:
            v[0] = 1
        else:             # top state: null vector of J+, m_l = l coefficient made positive
            idx = [ia(l, tj), ib(l, tj)]
            _, sv, vh = np.linalg.svd(Jp[:, idx])
            assert sv[-1] < tol
            n = vh[-1].conj()
            v[idx] = n*abs(n[1])/n[1]
        j, sgn = tj/2, (1 if tj == 2*l+1 else -1)
        for tm in range(tj, -tj-1, -2):
            ladder[tj, tm] = v
            f, m = formula_vec(l, tj, tm), tm/2
            assert np.allclose(v, f, atol=tol)
            assert np.allclose(J2@f, j*(j+1)*f, atol=tol)
            assert abs(v.conj()@S[2]@v - sgn*m/(2*l+1)) < tol
            assert abs(v.conj()@(L[2]+2*S[2])@v - (1+sgn/(2*l+1))*m) < tol
            if tm > -tj:
                assert np.allclose(Jm@f, np.sqrt(j*(j+1)-m*(m-1))*formula_vec(l, tj, tm-2), atol=tol)
                v = Jm@v
                v = v/np.linalg.norm(v)
    Uall = np.array([formula_vec(l, *k) for k in ladder]).T
    assert Uall.shape == (d, d) and np.allclose(Uall.conj().T@Uall, np.eye(d), atol=tol)
    if l == 1:
        pst, pLS, pZ, pSz, pV = ladder, LS, L[2]+2*S[2], S[2], V

# Racah-formula values, both coupling orders
h = sp.Rational(1, 2)
for l in range(0, 7):
    for tj in ([2*l+1, 2*l-1] if l > 0 else [1]):
        for tm in range(-tj, tj+1, 2):
            for c, ts in zip(formula(l, tj, tm), (1, -1)):
                ml = (tm-ts)//2
                if abs(ml) > l:
                    assert abs(c) < 1e-14
                    continue
                assert abs(c-float(clebsch_gordan(l, h, tj*h, ml, ts*h, tm*h))) < 1e-13
                swap = float(clebsch_gordan(h, l, tj*h, ts*h, ml, tm*h))
                assert abs(swap-(-1)**((2*l+1-tj)//2)*c) < 1e-13

# symbolic eigenvectors for general l, m, with p = lam+m, q = lam-m
p, q = sp.symbols('p q', positive=True)
ms, ls = (p-q)/2, (p+q-1)/2
assert sp.expand(ls*(ls+1)-(ms-h)*(ms+h)-p*q) == 0
B2 = sp.Matrix([[(ms-h)/2, sp.sqrt(p)*sp.sqrt(q)/2], [sp.sqrt(p)*sp.sqrt(q)/2, -(ms+h)/2]])
for vec, ev in ((sp.Matrix([sp.sqrt(p), sp.sqrt(q)]), ls/2),
                (sp.Matrix([-sp.sqrt(q), sp.sqrt(p)]), -(ls+1)/2)):
    assert all(sp.simplify(sp.expand(e)) == 0 for e in B2*vec-ev*vec)

# p states and their angular densities
print("p blocks of L.S in basis (a,b), units hbar^2")
for tm in (1, -1):
    idx = [ia(1, tm), ib(1, tm)]
    b = pLS[np.ix_(idx, idx)].real
    b = np.round(b, 12)+0.0
    ev = np.linalg.eigvalsh(b)
    print(f"m={tm}/2: aa {b[0,0]:+.6f} bb {b[1,1]:+.6f} ab {b[0,1]:+.6f} eig {ev[0]:+.6f} {ev[1]:+.6f}")
print("p states by lowering: coefficient (its square), dimensionless")
for (tj, tm), v in pst.items():
    terms = [f"{v[i].real:+.6f} ({Fraction(v[i].real**2).limit_denominator(50)}) |{1-i//2},{'ud'[i%2]}>"
             for i in sorted(range(6), key=lambda i: i % 2) if abs(v[i]) > 1e-9]
    print(f"|{tj}/2,{tm}/2> = " + "  ".join(terms))
    rho = sum(abs(sum(v[2*k+s]*pV[k] for k in range(3)))**2 for s in (0, 1))
    c2 = np.cos(TH)**2
    ref = 1/(4*np.pi)+0*c2 if tj == 1 else ((1+3*c2) if abs(tm) == 1 else 3*(1-c2))/(8*np.pi)
    assert np.allclose(rho, ref, atol=tol)
    if tj == 1 and tm == 1: rho_half = rho
print(f"p1/2 angular density min, max = {rho_half.min():.6f}, {rho_half.max():.6f} 1/sr")
for (tj, tm), v in pst.items():
    if tm > 0:
        print(f"|{tj}/2,{tm}/2>: <Sz> = {(v.conj()@pSz@v).real:+.6f} hbar, g = {(v.conj()@pZ@v).real*2/tm:.6f}")
print(f"<3/2,1/2|Sz|1/2,1/2> = {(pst[3,1].conj()@pSz@pst[1,1]).real:+.6f} hbar")

# hydrogen 2p
rs = sp.symbols('r', positive=True)
u = rs**2*sp.exp(-rs/2)/(2*sp.sqrt(6))
assert sp.simplify(-sp.diff(u, rs, 2)/2+(1/rs**2-1/rs+sp.Rational(1, 8))*u) == 0
assert abs(quad(lambda r: r**4*np.exp(-r)/24, 0, np.inf)[0]-1) < 1e-10
r3 = quad(lambda r: r*np.exp(-r)/24, 0, np.inf)[0]
assert abs(r3-1/24) < 1e-11
al = sc.fine_structure
Eh = sc.physical_constants['Hartree energy in eV'][0]
a0 = sc.physical_constants['Bohr radius'][0]*1e10
muB = sc.physical_constants['Bohr magneton in eV/T'][0]
zeta = al**2/2*r3*Eh
lev = np.linalg.eigvalsh(zeta*pLS)
Delta = lev[-1]-lev[0]
assert abs(Delta/(al**2*Eh/32)-1) < 1e-9
mp.mp.dps = 30
A = mp.mpf(al)
dirac = lambda n, k: (1+(A/(n-k+mp.sqrt(k*k-A*A)))**2)**mp.mpf(-0.5)/A**2
Ddir = float(dirac(2, 2)-dirac(2, 1))*Eh
assert abs(Ddir/Delta-1) < al**2   # neglected terms are of relative order alpha^2
print(f"alpha = {al:.9e}, alpha^2 = {al**2:.6e}")
print(f"hartree = {Eh:.6f} eV, a0 = {a0:.6f} angstrom")
print(f"<r^-3> 2p = {r3/a0**3:.6f} angstrom^-3, a0^3<r^-3> = {r3:.7f}")
print(f"zeta = {zeta:.5e} eV")
print(f"shift 2p3/2 = {lev[-1]:+.5e} eV, shift 2p1/2 = {lev[0]:+.5e} eV")
print(f"splitting = {Delta:.5e} eV = {Delta*sc.e/sc.h/1e9:.4f} GHz")
print(f"Dirac-Coulomb splitting = {Ddir:.5e} eV, relative difference = {Ddir/Delta-1:.2e}")

Bf = 0.01
eB = muB*Bf
H = zeta*pLS+eB*pZ
print(f"B = {Bf} T, mu_B = {muB:.6e} eV/T, mu_B B = {eB:.5e} eV")
print(f"mu_B B / splitting = {eB/Delta:.5f}")
print("Zeeman shifts in eV: first order, second order, exact")
for (tj, tm) in pst:
    g = 1+1/3 if tj == 3 else 1-1/3
    first = g*tm/2*eB
    if abs(tm) == 3:
        i = 0 if tm > 0 else 5
        exact, second = H[i, i].real-zeta/2, 0.0
        assert abs(exact-first) < 1e-9*eB
    else:
        idx = [ia(1, tm), ib(1, tm)]
        ev = np.linalg.eigvalsh(H[np.ix_(idx, idx)])
        exact = ev[1]-zeta/2 if tj == 3 else ev[0]+zeta
        second = (1 if tj == 3 else -1)*2/9*eB**2/Delta
        # remainder is third order, bounded by a fraction of eB*(eB/Delta)^2
        assert abs(exact-first-second) < 0.2*eB*(eB/Delta)**2
    print(f"|{tj}/2,{tm}/2>: {first:+.5e}  {second:+.3e}  {exact:+.5e}")
print("ALL CHECKS PASSED")
```

Output:

```
p blocks of L.S in basis (a,b), units hbar^2
m=1/2: aa +0.000000 bb -0.500000 ab +0.707107 eig -1.000000 +0.500000
m=-1/2: aa -0.500000 bb +0.000000 ab +0.707107 eig -1.000000 +0.500000
p states by lowering: coefficient (its square), dimensionless
|3/2,3/2> = +1.000000 (1) |1,u>
|3/2,1/2> = +0.816497 (2/3) |0,u>  +0.577350 (1/3) |1,d>
|3/2,-1/2> = +0.577350 (1/3) |-1,u>  +0.816497 (2/3) |0,d>
|3/2,-3/2> = +1.000000 (1) |-1,d>
|1/2,1/2> = -0.577350 (1/3) |0,u>  +0.816497 (2/3) |1,d>
|1/2,-1/2> = -0.816497 (2/3) |-1,u>  +0.577350 (1/3) |0,d>
p1/2 angular density min, max = 0.079577, 0.079577 1/sr
|3/2,3/2>: <Sz> = +0.500000 hbar, g = 1.333333
|3/2,1/2>: <Sz> = +0.166667 hbar, g = 1.333333
|1/2,1/2>: <Sz> = -0.166667 hbar, g = 0.666667
<3/2,1/2|Sz|1/2,1/2> = -0.471405 hbar
alpha = 7.297352564e-03, alpha^2 = 5.325135e-05
hartree = 27.211386 eV, a0 = 0.529177 angstrom
<r^-3> 2p = 0.281181 angstrom^-3, a0^3<r^-3> = 0.0416667
zeta = 3.01884e-05 eV
shift 2p3/2 = +1.50942e-05 eV, shift 2p1/2 = -3.01884e-05 eV
splitting = 4.52826e-05 eV = 10.9493 GHz
Dirac-Coulomb splitting = 4.52841e-05 eV, relative difference = 3.33e-05
B = 0.01 T, mu_B = 5.788382e-05 eV/T, mu_B B = 5.78838e-07 eV
mu_B B / splitting = 0.01278
Zeeman shifts in eV: first order, second order, exact
|3/2,3/2>: +1.15768e-06  +0.000e+00  +1.15768e-06
|3/2,1/2>: +3.85892e-07  +1.644e-09  +3.87529e-07
|3/2,-1/2>: -3.85892e-07  +1.644e-09  -3.84241e-07
|3/2,-3/2>: -1.15768e-06  +0.000e+00  -1.15768e-06
|1/2,1/2>: +1.92946e-07  -1.644e-09  +1.91309e-07
|1/2,-1/2>: -1.92946e-07  -1.644e-09  -1.94597e-07
ALL CHECKS PASSED
```
